# Staircase disks: no fourfold magnetostatic anisotropy for uniform in-plane magnetization

A disk built from square cells has a jagged edge, and the edge looks different along a cell axis and along a diagonal. It is tempting to conclude that uniform magnetization must prefer one of these directions. It does not: if the set of cells maps onto itself under a quarter turn, the magnetostatic energy of a uniform in-plane state is independent of its direction. A fourfold grid artifact in the zero-field energy can appear once the magnetization is nonuniform. The example below has both properties: zero anisotropy when uniform, and about 0.03 eV when relaxed.

## The energy to be summed

The cells have side $a$, thickness $t$ and volume $v=a^2t$, and lie in one layer. Cell $i$ carries magnetization $M\mathbf m_i$ with $|\mathbf m_i|=1$. In Hartree atomic units $\mu_0=4\pi\alpha^2$, with $\alpha$ the fine-structure constant. The magnetic charge density $\rho=-\nabla\cdot\mathbf M$ has the energy

$$E_d=\frac{\mu_0}{8\pi}\iint\frac{\rho\rho'}{r}=\frac{\alpha^2}{2}\iint\frac{\rho\rho'}{r}.$$

In a uniform cell the charge sits on the faces: $\rho=-M\,\mathbf m_i\cdot\nabla\chi_i$, where $\chi_i$ is 1 inside and 0 outside. Integrating by parts in both positions moves the derivatives onto $1/r$. The two derivatives have opposite signs when written in the displacement $\mathbf R$ between the cells. With $I(\mathbf R)=\iint 1/r$ over the two cell volumes and $K=2\pi\alpha^2M^2$, so that $\alpha^2M^2/2=K/4\pi$,

$$E_d=Kv\sum_{ij}\mathbf m_i\cdot N_{ij}\mathbf m_j,\qquad N_{ij}=-\frac{1}{4\pi v}\nabla_R\nabla_R I .$$

Each $N_{ij}$ is symmetric because derivatives commute, and $N_{ij}=N_{ji}$ because $I$ is even. Since $-\nabla^2(1/r)=4\pi\delta(\mathbf r)$, the trace of $N_{ij}$ is 1 for $i=j$ and 0 for different cells. Reflection in the midplane makes the $xz$ and $yz$ components vanish.

## The counter-example

Take a disk of diameter 60 nm and thickness 5 nm on a grid of 5 nm cells, with the disk centre at a cell corner. A cell is filled if its centre lies inside the circle. There are 112 filled cells, with total volume $V=112\times125=14000$ nm³. For $\mu_0M=1$ T, $K=\mu_0M^2/2=2.483\times10^{-3}$ eV/nm³.

Let $D_i=\sum_jN_{ij}$. For uniform $\mathbf m=(\cos\varphi,\sin\varphi)$ the energy is $Kv\,\mathbf m\cdot(\sum_iD_i)\mathbf m$. The 112 cells form 28 groups of four, each group made of one cell and its images under quarter turns. If one member has the in-plane block

$$D=\begin{pmatrix}b&c\\c&d\end{pmatrix},\quad\text{the next has}\quad RDR^T=\begin{pmatrix}d&-c\\-c&b\end{pmatrix},\quad R=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

The third repeats the first and the fourth repeats the second. Their sum is $2(b+d)$ times the unit matrix, whatever $b$, $c$ and $d$ are. Each group, however jagged its surroundings, contributes an isotropic energy.

The numerical sum gives the average tensor $N=\frac1{112}\sum_iD_i$ with $N_{xx}=N_{yy}=0.09269$ and $N_{zz}=0.81462$. These add to 1, as the trace requires. Hence

$$E_d=KVN_{xx}=2.48342\times10^{-3}\times14000\times0.0926917=3.2227\ \text{eV}.$$

Evaluated every 15° from 0° to 180°, this energy varies by $3\times10^{-13}$ eV, which is rounding error.

## Closed form of the cell tensor

The numbers above need $N_{ij}$ explicitly. For any smooth $h$,

$$\int_0^a\!\!ds\int_0^a\!\!ds'\,h''(X+s-s')=h(X+a)-2h(X)+h(X-a)\equiv\Delta_xh .$$

If $\partial_y^2\partial_z^2f=1/r$ and $\partial_x\partial_y\partial_z^2g=1/r$, applying this identity in the three directions gives

$$N_{xx}=-\frac{\Delta_x\Delta_y\Delta_zf}{4\pi v},\qquad N_{xy}=-\frac{\Delta_x\Delta_y\Delta_zg}{4\pi v}.$$

The other diagonal components follow by permuting axes. Terms left free in $f$ and $g$ are at most linear in some coordinate and drop out of the second differences.

Write $S_x=\operatorname{asinh}(x/\sqrt{y^2+z^2})$ and $T_x=\arctan(yz/xr)$, with cyclic counterparts. Direct differentiation gives

$$\partial_xS_x=\frac1r,\quad \partial_yS_x=-\frac{xy}{r(y^2+z^2)},$$

$$\partial_zT_x=\frac{xy}{r(x^2+z^2)},\quad \partial_xT_x=-\frac{yz(r^2+x^2)}{r(x^2+y^2)(x^2+z^2)},$$

and the same forms with axes permuted. The required functions are

$$f=\tfrac y2(z^2-x^2)S_y+\tfrac z2(y^2-x^2)S_z-xyzT_x+\tfrac r6(2x^2-y^2-z^2),$$

$$\begin{aligned}g={}&xyzS_z+\tfrac y6(3z^2-y^2)S_x+\tfrac x6(3z^2-x^2)S_y\\&-\tfrac{z^3}6T_z-\tfrac{zy^2}2T_y-\tfrac{zx^2}2T_x-\tfrac{xyr}3,\end{aligned}$$

with limiting values where a denominator vanishes.

For $f$, the algebraic terms in the first $z$ derivative combine to $-zr/2$:

$$\partial_zf=yzS_y+\tfrac12(y^2-x^2)S_z-xyT_x-\tfrac{zr}2 .$$

In the next derivative they are $yz/r-yz/2r-yz/2r=0$, so $\partial_y\partial_zf=zS_y+yS_z-xT_x$. Differentiating this by $z$ leaves $S_y$, because

$$\frac yr-\frac{yz^2+yx^2}{r(x^2+z^2)}=0,$$

and $\partial_yS_y=1/r$.

For $g$, put $A_1=x^2+z^2$ and $B_1=y^2+z^2$, so that $A_1+B_1=r^2+z^2$. The algebraic terms in $\partial_zg$ are $xyz/r$ times

$$\frac23-\left(\frac13+\frac{z^2}{6B_1}\right)-\left(\frac13+\frac{z^2}{6A_1}\right)+\frac{z^2(A_1+B_1)}{6A_1B_1}=0 .$$

Thus $\partial_zg=xyS_z+yzS_x+xzS_y-\frac12(z^2T_z+y^2T_y+x^2T_x)$. In the second derivative they are $xy/r$ times $1-\frac{z^2+y^2}{2B_1}-\frac{z^2+x^2}{2A_1}=0$, leaving $\partial_z^2g=yS_x+xS_y-zT_z$. This is the previous expression for $\partial_y\partial_zf$ with the axes permuted, so $\partial_x\partial_y$ of it is $1/r$.

## The general statement and its proof

Let any set of cells map onto itself under a quarter turn $R$ about $z$, and let the pair interaction obey $N_{Ri,Rj}=RN_{ij}R^T$ and reciprocity, $N_{ij}=N_{ji}^T$. Then the energy of uniform in-plane magnetization does not depend on $\varphi$.

For the proof, sum the first condition over all pairs. The turn merely reorders the cells, so $RNR^T=N$. Comparing entries gives $N_{xx}=N_{yy}$ and $N_{xy}=-N_{yx}$. Reciprocity gives $N_{xy}=N_{yx}$, so both vanish, and $\mathbf m\cdot N\mathbf m=N_{xx}$. In terms of harmonics, a quadratic form in $\mathbf m$ contains a constant and $2\varphi$ terms. A quarter turn reverses the $2\varphi$ terms, so they must be zero; a $4\varphi$ term was never available.

Mirror symmetry was not used. Removing the cell centred at (27.5, 7.5) nm and its three quarter-turn images leaves a pinwheel without mirror lines, and $|N_{xx}-N_{yy}|$ is still only $2\times10^{-15}$. An accurate kernel is not needed either: replacing the cell interaction by point dipoles leaves the two components equal.

Without the quarter-turn symmetry of the cell set, isotropy is no longer guaranteed. Shifting the generating circle by 1.5 nm along $x$ and 0.5 nm along $y$ changes which cells are filled, and uniform magnetization then has a twofold anisotropy of 0.024 eV from minimum to maximum. Centred cells of 5 nm by 2.5 nm give 0.043 eV. A staircase can therefore produce anisotropy in a uniform state, but not while the quarter turn survives.

## What nonuniform magnetization changes

Zero total torque does not mean zero torque on each cell. Let $\mathbf m_i=(\cos\varphi_i,\sin\varphi_i)$. Differentiating $E_d$ by $\varphi_i$ gives two equal terms by reciprocity. At the uniform state

$$g_i=2Kv\,(-\sin\varphi,\cos\varphi)\,D_i\begin{pmatrix}\cos\varphi\\\sin\varphi\end{pmatrix}=p_i\cos2\varphi+q_i\sin2\varphi,$$

$$p_i=2KvD_{i,xy},\qquad q_i=Kv(D_{i,yy}-D_{i,xx}).$$

Here $g_i$ is an energy gradient, not the function $g$ above. Its sum is $dE_d/d\varphi=0$. In the example its largest single value is 0.030 eV/rad at 0° and 0.062 eV/rad at 45°. The cells can lower their energy by turning differently.

Exchange opposes this. For energy density $A|\nabla\mathbf m|^2$, each pair of neighbours costs

$$a^2tA\,\frac{|\mathbf m_i-\mathbf m_j|^2}{a^2}=2At[1-\cos(\varphi_i-\varphi_j)]\approx At(u_i-u_j)^2,$$

where $\varphi_i=\varphi+u_i$. The sum over neighbour pairs is $\frac12u^TXu$, with $X=2AtL$. The matrix $L$ has the number of neighbours on its diagonal and $-1$ for each neighbour pair.

Hold the mean direction fixed by $\sum_i\sin u_i=0$, which is $\sum_iu_i=0$ to the order needed. For stiff exchange, the magnetostatic part of the second-order energy is negligible beside $X$. Minimizing $g^Tu+\frac12u^TXu$ gives $Xu=-g$, which is solvable because $g$ sums to zero. With $X^+$ the inverse on zero-sum vectors,

$$\delta E=-\tfrac12g^TX^+g .$$

Inserting $g$ and using double-angle formulas,

$$\begin{aligned}\delta E={}&-\tfrac14(p^TX^+p+q^TX^+q)\\&-\tfrac14(p^TX^+p-q^TX^+q)\cos4\varphi-\tfrac12p^TX^+q\,\sin4\varphi .\end{aligned}$$

The gradient is quadratic in $\mathbf m$, so this energy is quartic and a fourfold term is allowed. For the disk, reflection $y\to-y$ reverses the pattern $p$ but preserves $q$, which removes the sine term. The energy difference is

$$E(45^\circ)-E(0)=\tfrac12(p^TX^+p-q^TX^+q).$$

It scales as $K^2/A$ at fixed geometry and vanishes in the rigid limit $A\to\infty$. A quarter turn sends $p$ to $-p$ and $q$ to $-q$ but does not relate one to the other, so the difference need not vanish. Nonuniformity permits the artifact; it does not guarantee it.

In a continuous round disk with isotropic exchange, any relaxed state can be rotated through any angle at no cost. Its constrained minimum energy is then independent of $\varphi$, even though its magnetization is nonuniform. The fourfold term is thus a product of the grid.

## Relaxed energies of the example

With $A=0.08$ eV/nm, the exchange length $\sqrt{A/K}$ is 5.7 nm. The full nonlinear minimization, with the mean direction held fixed, gives

- 3.2107 eV at 0°, with spins up to 2.9° from the mean direction;
- 3.1805 eV at 45°, with spins up to 6.1° from it.

The uniform state at 3.2227 eV is therefore lowered by 0.0120 eV at 0° and by 0.0422 eV at 45°. The difference is the artifact:

$$E(45^\circ)-E(0)=-0.0302\ \text{eV}=-1.11\times10^{-3}\ \text{hartree}.$$

The diagonal is the easy direction. A minimization free of the constraint, started 0.2 rad away from it, turned to 45.000°. The stiff formula gives $-0.0361$ eV, the right sign but about 19% larger in size than the full result. When $A$ is raised a thousandfold, the full difference agrees with the formula to 0.02%.

The artifact can be expressed as a field. For $E=\text{const}+c_4\cos4\varphi$, the curvature at the easy direction is $16|c_4|=8|E(45^\circ)-E(0)|$. Dividing by the total moment $MV$ gives 3.5 mT. The next harmonic, $\cos8\varphi$, has an estimated coefficient of $1.9\times10^{-4}$ eV, against $c_4=0.0151$ eV, and is left out of this field. Its curvature carries a factor 64 instead of 16, so including it would lower the field by about 5%.

Refining the grid at fixed diameter and thickness does not steadily remove the artifact in the range examined. Its size is 0.043, 0.030, 0.029, 0.037 and 0.031 eV for cells of 6, 5, 4, 3 and 2 nm. In this list the 4 nm grid has the disk centre in the middle of a cell and the others have it at a cell corner. The placement matters as much as the cell size, although both choices keep the quarter turn. Cells of 4 nm with the centre at a corner give 0.084 eV. Cells of 5 nm with the centre in the middle of a cell, leaving empty the four cells whose centres lie exactly on the circle, give 0.099 eV, three times the example. The value 0.030 eV belongs to one mask, not to a cell size. The 2 nm grid helps to read this. Its 716 cells fill 14320 nm³ and have $N_{xx}=0.09002$, within 0.6% of the round-disk value 0.0895. The uniform energy is $KVN_{xx}=3.201$ eV, and the relaxed energy along the diagonal is 3.134 eV. The lowering is thus 0.067 eV at 45° and, after subtracting the artifact, 0.037 eV at 0°. The ratio of the two lowerings has fallen from 3.5 on the 5 nm grid to 1.8, but both have grown, so their difference has hardly changed. On still finer corner-centred grids the artifact does fall, to 0.027, 0.018, 0.012 and 0.007 eV for cells of 1.5, 1, 0.75 and 0.5 nm, roughly in proportion to the cell side. A good average demagnetizing factor is no evidence that it has gone.

## Beside a real memory cell

The parameters are rough typical values for a soft in-plane free layer at room temperature. The 5 nm thickness is large compared with the free layers, one to two nanometres thick, of perpendicular memory cells. An in-plane cell may be elongated on purpose to give it an easy axis, and a nominally round one need not be perfectly round. Stretching this disk by 1 nm along one axis gives the uniform state a twofold anisotropy of 0.067 eV, about twice the grid artifact; a smooth ellipse of 61 nm by 60 nm gives 0.071 eV. An induced anisotropy of $2\times10^{-6}$ eV/nm³, also a rough value, adds 0.028 eV. The thermal energy at 300 K is 0.026 eV, so the artifact is comparable with each of these and could be misread as a material property.

Other omissions concern the state itself. A rough interface anisotropy of $3\times10^{-3}$ eV/nm² favouring the normal lowers the out-of-plane curvature by 0.15 eV per cell. The smallest curvature is 0.42 eV, so for this value the in-plane states remain stable against tilting. The margin is used up at $0.42/(2a^2)=8.4\times10^{-3}$ eV/nm², or 1.35 mJ/m², a size that strong interfaces can reach. Variation through the thickness is also left out. The in-plane angles are even about the midplane, so their slowest variation has wavenumber $2\pi/t$, and $K/[A(2\pi/t)^2]\approx0.02$ estimates the relative response. The edge charges also tilt the upper and lower halves in opposite directions out of the plane. This odd variation has wavenumber $\pi/t$, and the same estimate is four times larger, about 0.08. Dividing the 5 nm grid into four or six layers, with spins free to tilt, lowers both relaxed energies by about 0.004 eV and moves their difference only from $-0.0302$ to $-0.0303$ eV. A trial vortex on the 2 nm grid has 8.1 eV, far above the relaxed in-plane state. That energy is an upper bound for a vortex, so it does not prove that every vortex lies higher.

The numerical output below lists the values for the single-layer example and for the five grids from 6 to 2 nm quoted first.

## Computed values

```
Disk diameter, thickness, cell side: 60, 5, 5 nm
Input mu0 M: 1.00 T
Input exchange stiffness A: 0.080 eV/nm
Magnetostatic density K: 2.48342e-03 eV/nm^3
Exchange length sqrt(A/K): 5.676 nm
Filled cells: 112; volume: 14000 nm^3
Average N_xx, N_yy: 0.0926917, 0.0926917 (no unit)
Average N_zz: 0.8146167; |N_xy|: 4.0e-15 (no unit)
Uniform energy: 3.222689 eV
Uniform energy spread over angle: 2.8e-13 eV
Pinwheel |N_xx-N_yy|: 1.7e-15 (no unit)
Dipole-kernel |N_xx-N_yy|: 0.0e+00 (no unit)
Off-centre mask, uniform anisotropy: 0.024388 eV
Rectangular 5 x 2.5 nm cells, same: 0.042868 eV
Largest local gradient at 0 deg: 0.030081 eV/rad
Largest local gradient at 45 deg: 0.061856 eV/rad
Sums of these gradients: 2.8e-13, 2.0e-14 eV/rad
Relaxed energy at 0 deg: 3.21069373 eV
Relaxed energy at 22.5 deg: 3.19521751 eV
Relaxed energy at 45 deg: 3.18049127 eV
Largest spin deviation at 0 deg: 2.861 deg
Largest deviation at 45 deg: 6.074 deg
Artifact E(45)-E(0): -3.020246e-02 eV = -1.109920e-03 hartree
Cos(8 phi) coefficient estimate: 1.875e-04 eV
Easy direction: 45 deg
Free minimization direction: 45.000 deg
Equivalent fourfold anisotropy field: 3.47476 mT
Stiff formula at example A: -3.607286e-02 eV
Full/stiff-formula ratio at 1000 A: 0.999829 (no unit)
Cell 6 nm, 80 cells, E(45)-E(0): -4.253109e-02 eV
Cell 5 nm, 112 cells, E(45)-E(0): -3.020246e-02 eV
Cell 4 nm, 177 cells, E(45)-E(0): -2.864714e-02 eV
Cell 3 nm, 316 cells, E(45)-E(0): -3.709583e-02 eV
Cell 2 nm, 716 cells, E(45)-E(0): -3.076779e-02 eV
In-plane N, 2 nm grid and round disk: 0.090015, 0.089529
Thermal energy at 300 K: 0.025852 eV
Uniform anisotropy from 1 nm elongation: 0.066559 eV
Rough induced anisotropy density: 2.0e-06 eV/nm^3
Rough induced anisotropy energy: 0.028000 eV
Rough interface anisotropy: 3.0e-03 eV/nm^2
Interface/magnetostatic ratio: 0.2416 (no unit)
Smallest out-of-plane curvature: 0.42060 eV per cell
Interface curvature reduction: 0.15000 eV per cell
Through-thickness response scale: 0.01966 (no unit)
Relaxed in-plane energy, 2 nm grid: 3.133756 eV
Trial vortex energy, 2 nm grid: 8.075498 eV
```
